# The Focus-Independent Point of a Three-Beam Lithographic Image

## 1. What goes wrong at an arbitrary threshold

A resist edge forms where the local exposure reaches a threshold. If the wafer moves out of focus, the image changes and the edge generally moves with it.

Take a grating of 600 nm pitch imaged at 248 nm wavelength, and express intensity relative to that of an open mask. At threshold 0.20, the width of the bright feature changes from 315.9 nm in focus to 321.3 nm at 300 nm defocus. At threshold 0.30 it changes the other way, from 285.7 to 282.1 nm. At threshold 0.25 it is 300.0 nm in both cases. Such a level can be found by trial, but knowing why 0.25 is special lets one calculate, for coherent light, the exposure dose that removes this drift, and tell when the cure will fail.

The special level is the intensity of the zeroth diffraction order alone. It occurs a quarter pitch from every image peak.

## 2. Setting and assumptions

The mask pattern has pitch $p$, measured at the wafer, and is symmetric about $x=0$. One coherent plane wave lights it along the optical axis. The lens accepts directions whose sine is at most NA. Order $m$ has sine $m\lambda/p$, so orders $0,\pm1$ alone pass when

$$\frac{\lambda}{p}\le \mathrm{NA}<\frac{2\lambda}{p}.$$

Until Section 7 the light is polarized along the grating lines (TE). All three electric fields are then parallel and add as scalars. The image is taken in air, with defocus $z$ measured from best focus.

For a thin mask with an opening of width $w$, transmitting 1 inside and 0 outside, the order amplitudes are its Fourier coefficients. With $K=2\pi/p$,

$$a_m=\frac1p\int_{-w/2}^{w/2}e^{-imKx}\,dx=\frac{\sin(\pi m w/p)}{\pi m},\qquad a_0=\frac wp .$$

The two first orders are equal, $a_{-1}=a_1=\sin(\pi w/p)/\pi$, and positive for $0<w<p$. The lens is taken to transmit all three orders with unit amplitude. A factor common to both first orders would change $a_1$ but not $a_0$.

## 3. The field through focus

Each order is a plane wave $e^{i(mKx+k_{z,m}z)}$. The Helmholtz equation requires

$$(mK)^2+k_{z,m}^2=\left(\frac{2\pi}{\lambda}\right)^2 .$$

Define $\theta$ by $\sin\theta=\lambda/p$. Then $K=(2\pi/\lambda)\sin\theta$, and for forward waves

$$k_{z,0}=\frac{2\pi}{\lambda},\qquad k_{z,\pm1}=\frac{2\pi}{\lambda}\cos\theta .$$

Both first orders have the same $k_z$ because it depends on $m^2$. Take out the common factor $e^{2\pi iz/\lambda}$, which does not affect intensity. Each first order then lags the zeroth by

$$\phi(z)=\frac{2\pi z}{\lambda}(1-\cos\theta),$$

and the remaining field is

$$E=a_0+a_1e^{-i\phi}\left(e^{iKx}+e^{-iKx}\right)=a_0+2a_1e^{-i\phi}\cos Kx. \tag{1}$$

No small-angle approximation has been made. The first orders form a standing wave along $x$. Defocus changes its phase relative to the zeroth order but does not move its nodes.

Write $u=\cos Kx$. The squared modulus of (1) is

$$I=a_0^2+2a_0(2a_1u)\,\mathrm{Re}\,e^{-i\phi}+(2a_1u)^2,$$

that is,

$$I=a_0^2+4a_0a_1\cos\phi\,u+4a_1^2u^2. \tag{2}$$

## 4. Peaks and the points a quarter pitch away

"A quarter pitch from a peak" needs a proof of where the peaks are, since defocus can reverse the contrast. Complete the square in (2), using $a_0^2-a_0^2\cos^2\phi=a_0^2\sin^2\phi$:

$$I=(2a_1u+a_0\cos\phi)^2+a_0^2\sin^2\phi. \tag{3}$$

Differentiating with respect to $x$ gives

$$\frac{dI}{dx}=-4a_1K\sin Kx\,(2a_1u+a_0\cos\phi).$$

A stationary point therefore has either a zero bracket or $\sin Kx=0$. If the bracket is zero, (3) has its smallest possible value, so the point is a minimum. Every maximum must therefore have $\sin Kx=0$, which means $x=np/2$ with integer $n$. Some of these points may be minima, but no maximum lies elsewhere.

A quarter pitch from any such point,

$$K\left(\frac{np}{2}\pm\frac p4\right)=n\pi\pm\frac{\pi}{2},$$

so $u=0$. Equation (2) then gives

$$\boxed{I=a_0^2\quad\text{for every }z.}$$

The point is a node of the standing wave, where the first orders cancel and the zeroth order is left.

No other position has this property. The change from best focus at fixed $x$ is

$$I(x,z)-I(x,0)=4a_0a_1(\cos\phi-1)\cos Kx .$$

With $a_0$ and $a_1$ nonzero, this vanishes for all $z$ only if $\cos Kx=0$.

The equality also survives averaging over $z$, for example over vertical stage vibration, since every term in the average equals $a_0^2$.

## 5. Consequences for a printed edge

**Width.** Set the threshold to $a_0^2$. From (2), the bright region satisfies

$$4a_1u\,(a_0\cos\phi+a_1u)>0 .$$

For $\cos\phi>0$ this holds wherever $u>0$, which is a feature of width $p/2$ centred on $x=0$. For $\cos\phi<0$ it holds wherever $u<0$, a feature of the same width centred on $p/2$: the contrast has reversed. The width is set by the pitch and not by the mask opening, provided the threshold is reset to $(w/p)^2$ for each opening.

**Extra features.** For $\cos\phi>0$ the inequality also holds where $u<-(a_0/a_1)\cos\phi$. Such points exist if $\cos\phi<a_1/a_0$. When $a_1<a_0$, an unwanted bright feature therefore appears at $x=p/2$ beyond the defocus

$$z_{\rm extra}=\frac{\lambda\arccos(a_1/a_0)}{2\pi(1-\cos\theta)}.$$

For $\cos\phi<0$ the extra feature is at $x=0$ instead, and it remains while $|\cos\phi|<a_1/a_0$.

**Edge slope.** At $x=p/4$, $\sin Kx=1$ and $u=0$, so $dI/dx=-4a_0a_1K\cos\phi$. Divide by $I=a_0^2$ and multiply by the feature width $p/2$:

$$S=\frac p2\left|\frac{d\ln I}{dx}\right|=\frac p2\cdot\frac{2\pi}{p}\cdot\frac{4a_1}{a_0}|\cos\phi|=4\pi\frac{a_1}{a_0}|\cos\phi|. \tag{4}$$

The edge position is independent of focus, but its sensitivity to dose is not. The slope first vanishes at $\phi=\pi/2$, where

$$z_{\rm flat}=\frac{\lambda}{4(1-\cos\theta)}.$$

**Other thresholds.** For threshold $T$ and $\cos\phi>0$, (3) gives the edge of the central feature as

$$u_T=\frac{-a_0\cos\phi+\sqrt{T-a_0^2\sin^2\phi}}{2a_1},\qquad \text{width}=\frac p\pi\arccos u_T,$$

when the root is real and lies between $-1$ and $1$. Near $T=a_0^2$, each edge is displaced outward from $p/4$ by about $(a_0^2-T)/(4a_0a_1K\cos\phi)$. This displacement grows as $\cos\phi$ falls. That is why the feature widens with defocus at $T=0.20$ and narrows at $T=0.30$.

## 6. Worked example

Take $\lambda=248$ nm, NA $=0.60$, $p=600$ nm and $w=300$ nm. Then $\sin\theta=248/600=0.4133$, and the second order would need a sine of 0.8267. Three beams pass. The other inputs are

$$\cos\theta=0.9106,\quad a_0=0.5000,\quad a_1=1/\pi=0.3183,\quad a_0^2=0.2500.$$

At $z=300$ nm, $\phi=0.6796$ and $\cos\phi=0.778$. Equation (2) gives at the centre

$$I(0)=0.250+4(0.5)(0.3183)(0.778)+4(0.3183)^2\approx1.150.$$

The full set through focus is:

| $z$ (nm) | $I(0)$ | $I(p/4)$ | $I(p/2)$ | $S$ |
|---:|---:|---:|---:|---:|
| 0 | 1.292 | 0.250 | 0.019 | 8.00 |
| 150 | 1.256 | 0.250 | 0.055 | 7.54 |
| 300 | 1.150 | 0.250 | 0.160 | 6.22 |
| 600 | 0.789 | 0.250 | 0.522 | 1.68 |
| 1000 | 0.248 | 0.250 | 1.063 | 5.12 |

The extra feature appears beyond 389 nm defocus, well before the slope vanishes at 693 nm. At 600 nm the quarter-pitch intensity is still correct, but $I(p/2)=0.522$ exceeds the threshold, so the pattern is spoiled. At 1000 nm the contrast has reversed and the stronger peak is at $p/2$. Focus independence at one point is therefore not an unlimited depth of focus.

The slope converts a dose error into an edge error. To first order, a relative dose error $\epsilon$ moves each edge by $\epsilon(p/2)/S$. For a 5% error this is $0.05\times300/8.00=1.9$ nm in focus and $0.05\times300/6.22=2.4$ nm at 300 nm defocus.

Suppose the resist threshold is a local dose of 6.0 mJ/cm². To reach it where $I=0.25$, the open-mask dose must be $6.0/0.25=24.0$ mJ/cm². Changing the opening to 250 or 350 nm changes the focus-independent level to 0.174 or 0.340, so the required dose changes too.

## 7. Where the result survives and where it fails

### Aberrations and a tilted source point

Let the first orders keep equal amplitudes but acquire phases $\alpha_+$ and $\alpha_-$ relative to the zeroth. These phases include defocus. Define

$$\bar\alpha=\frac{\alpha_++\alpha_-}{2},\qquad \beta=\frac{\alpha_+-\alpha_-}{2}.$$

Since $\alpha_\pm=\bar\alpha\pm\beta$,

$$E=a_0+a_1e^{i\bar\alpha}\left(e^{i(Kx+\beta)}+e^{-i(Kx+\beta)}\right)=a_0+2a_1e^{i\bar\alpha}\cos(Kx+\beta).$$

This is (1) with a new focus phase and a sideways shift of $-\beta/K$. The even part of an aberration acts like defocus, and the odd part moves the image. A quarter pitch from the moved peak, the intensity is still $a_0^2$. The same holds for one source point tilted along $x$ if the same three orders pass. For a tilt along the grating lines the fields are no longer exactly parallel, and the equality holds in the scalar approximation, which the source sums below also use.

At the fixed position $x=p/4$, however, $\cos(\pi/2+\beta)=-\sin\beta$, and

$$I(p/4)=a_0^2-4a_0a_1\cos\bar\alpha\sin\beta+4a_1^2\sin^2\beta. \tag{5}$$

### An extended source

A real source contains many mutually incoherent points, whose intensities add. For a source symmetric about the axis and a lens without odd aberrations, tilts $s$ and $-s$ exchange $\alpha_+$ and $\alpha_-$. The middle term of (5) changes sign and cancels, leaving

$$I(p/4)=a_0^2+4a_1^2\langle\sin^2\beta\rangle .$$

For small tilt along $x$, expand $k_{z,\pm1}=(2\pi/\lambda)\sqrt{1-(s\pm\sin\theta)^2}\approx(2\pi/\lambda)(\cos\theta\mp s\tan\theta)$. Half their difference times $z$ is $\beta\approx-2\pi zs\tan\theta/\lambda$. A uniform disk of radius $\sigma\,\mathrm{NA}$ has $\langle s^2\rangle=\sigma^2\mathrm{NA}^2/4$, so for small $\beta$

$$I(p/4)-a_0^2\approx\left(\frac{2\pi a_1\sigma\,\mathrm{NA}\,z\tan\theta}{\lambda}\right)^2 .$$

With $\sigma=0.30$ and $z=150$ nm, this estimate is 0.0098. Summing the images over the disk gives 0.0099. At 300 nm the summed intensity is 0.288, which is 15% above $a_0^2$. With the threshold held at 0.25, the feature widens from 300.0 to 316.5 nm.

The focus-independent level has moved. Nearer the peak, defocus lowers the $\cos Kx$ term, and this can offset the rise caused by the source. Solving $I(x,z)=I(x,0)$ at $z=300$ nm with the same source sum gives a threshold of about 0.40 and a feature width of 261 nm. These values assume scalar fields and unit pupil amplitude. A 4× reduction lens multiplies each wave by $[(1-\rho^2/16)/(1-\rho^2)]^{1/4}$, with $\rho$ its direction sine at the wafer. This factor differs between the two first orders of a tilted source point. It moves the threshold to 0.41, the width to 260 nm and the quarter-pitch intensity at 300 nm to 0.292; unpolarized light in air moves the threshold further, to 0.42. For $\sigma=0.10$ the threshold is 0.27, still close to $a_0^2$.

### TM polarization

For light polarized in the plane of incidence, the unit field vectors of orders $\pm1$ are $(\cos\theta,\mp\sin\theta)$ in $(x,z)$. Hence

$$E_x=a_0+2a_1\cos\theta\,e^{-i\phi}\cos Kx,\qquad E_z=-2ia_1\sin\theta\,e^{-i\phi}\sin Kx.$$

At $x=p/4$ the $x$ components of the first orders cancel, but their $z$ components add:

$$I_{\rm TM}(p/4)=a_0^2+4a_1^2\sin^2\theta.$$

The intensity is independent of focus but does not equal the zeroth-order intensity. In air it is 0.319, or 28% above $a_0^2$.

Inside resist of index $n$, the sine falls to $\sin\theta_r=\sin\theta/n$. Let $r$ and $t$ be the reflected and transmitted field amplitudes at the surface. Continuity of the tangential electric and magnetic fields gives $(1-r)\cos\theta=t\cos\theta_r$ and $1+r=nt$. Eliminating $r$,

$$t=\frac{2\cos\theta}{n\cos\theta+\cos\theta_r}.$$

For $n=1.7$, $t$ is 0.976 of its value at normal incidence. Call this ratio $\tau$. Relative to the open-mask intensity in the resist, the TM value is $a_0^2+4a_1^2\tau^2\sin^2\theta_r=0.273$. Unpolarized light gives the mean of the TE and TM values, 0.261, which is 4.6% above $a_0^2$.

### Unequal first orders

If the first-order amplitudes differ by $\delta=a_+-a_-$, the field at $x=p/4$ is $a_0+i\delta e^{-i\phi}$. Since $\mathrm{Re}(ie^{-i\phi})=\sin\phi$,

$$I(p/4)=a_0^2+\delta^2+2a_0\delta\sin\phi.$$

The last term is odd in defocus. For $\delta=0.05\,a_1$, the intensity changes by $-3.9\%$ at $z=-300$ nm and $+4.1\%$ at $+300$ nm. At $x=-p/4$ the field is $a_0-i\delta e^{-i\phi}$, so the odd term has the opposite sign there. At threshold $a_0^2$ the feature therefore moves sideways, by $\pm1.9$ nm at $z=\pm300$ nm, while its width stays within 0.2 nm of 300 nm.

### More than three beams

If the second orders also pass, they add $2a_2e^{-i\phi_2}\cos2Kx$, where $\phi_2$ is their focus phase. At $p/4$ this is $-2a_2e^{-i\phi_2}$, which generally makes the intensity depend on focus. For $w=p/2$ the thin-mask formula gives $a_2=0$. Symmetric odd orders still cancel at this point because $\cos(m\pi/2)=0$ for odd $m$.

### Flare and resist blur

Model flare as a fraction $f$ of light spread uniformly, with mean mask transmission $D$: $I\to(1-f)I+fD$. For $f=0.02$ and $D=0.5$, the quarter-pitch intensity becomes $0.98\times0.25+0.01=0.255$. It remains independent of focus.

Model acid diffusion as a lateral Gaussian blur of rms length $L$, which multiplies $\cos qx$ by $e^{-q^2L^2/2}$. Write $\cos^2Kx=(1+\cos2Kx)/2$ in (2). At $p/4$ the $\cos Kx$ term remains zero, while $\cos2Kx=-1$, so

$$I_{\rm blur}(p/4)=a_0^2+2a_1^2\left(1-e^{-2K^2L^2}\right).$$

For $L=20$ nm this is 0.267, again independent of focus but 6.8% above $a_0^2$.

## 8. The model beside a real exposure

The wavelength, NA and pitch describe a relaxed case of KrF lithography. The resist, flare and source values are rough typical ones, with $\sigma=0.30$ towards the coherent end. Of the neglected effects estimated here, partial coherence disturbs focus independence most: it raises the quarter-pitch intensity by 15% at 300 nm defocus. A source above about $\sigma=(0.60-0.4133)/0.60=0.31$ would also lose a first order for some source points, so the three-beam formulas would no longer cover the whole source. Depth in the resist matters as well. With absorption of 0.5 per µm, 82% of the intensity remains at the bottom of a 0.4 µm film. A substrate reflectance of 0.5% makes the local zeroth-order intensity vary between 0.86 and 1.15 times its incident value. For TE light these two effects leave the first-order cancellation intact, but they change the level that the threshold must match. In this example, setting the dose from $a_0^2$ is therefore a useful starting point for a nearly coherent source: with $\sigma=0.10$ the width at threshold 0.25 changes by 1.7 nm over 300 nm of defocus, against 16.5 nm with $\sigma=0.30$. The dose must still be corrected for the resist. At $\sigma=0.30$ the focus-independent threshold is about 0.40 instead of 0.25, so the dose has to be found from the image summed over the source.

## Table of computed values

```
wavelength 248 nm, NA 0.60, pitch 600 nm
mask opening 300 nm, quarter pitch 150 nm
sin theta 0.4133, cos theta 0.9106
second-order sine 0.8267
a0 0.5000, a1 0.3183, a0^2 0.2500
z (nm), phi (rad), I(0), I(p/4), I(p/2), log-slope x p/2
    0 0.0000 1.2919 0.2500 0.0187 8.000
  150 0.3398 1.2555 0.2500 0.0551 7.543
  300 0.6796 1.1504 0.2500 0.1601 6.222
  600 1.3593 0.7889 0.2500 0.5216 1.679
 1000 2.2655 0.2477 0.2500 1.0628 5.121
extra feature prints beyond defocus 388.7 nm
edge slope vanishes at defocus 693.4 nm
threshold, width at z=0 (nm), width at z=300 nm (nm)
0.20 315.85 321.26
0.25 300.00 300.00
0.30 285.67 282.06
opening 250 nm: I(p/4) at z=300 nm 0.1736
opening 350 nm: I(p/4) at z=300 nm 0.3403
resist threshold dose 6.0 mJ/cm2
open-mask dose for a0^2 threshold 24.0 mJ/cm2
Neglected effects; partial coherence sigma 0.30:
  z=0 nm: I(p/4) 0.2500, change 0.0 %
  z=150 nm: I(p/4) 0.2599, change 4.0 %
  z=300 nm: I(p/4) 0.2877, change 15.1 %
  width at threshold a0^2, z=300 nm: 316.5 nm
TM in air: I(p/4) 0.3192, change 27.7 %
resist index 1.7, relative TM transmission 0.9764
TM in resist: 0.2728, change 9.1 %
unpolarized in resist: 0.2614, 4.6 %
blur rms 20 nm: 0.2670, change 6.8 %
flare 2 %, mean mask transmission 0.5:
  I(p/4) 0.2550, change 2.0 %
first-order amplitude difference 5 % of a1:
  z=-300 nm: I(p/4) 0.2403, change -3.9 %
  z=300 nm: I(p/4) 0.2603, change 4.1 %
absorption 0.5 /um, resist thickness 0.4 um
  intensity left at resist bottom 81.9 %
substrate reflectance 0.5 %, standing-wave range:
  0.864 to 1.146 times the incident zeroth-order intensity
```
